\section*{Thickness-Driven Sign Change of Perpendicular Magnetoresistance in a Spin Valve}

\section{Problem}

A current flows along $x$, perpendicular to the layers of the stack
\[
\text{contact / Cu / F1 / Cu / F2 / Cu / contact}.
\]
F1 and F2 are ferromagnets with collinear magnetizations, either parallel (P) or antiparallel (AP). Spin-up and spin-down electrons carry current in two separate channels, which are joined at the contacts. For a ferromagnetic layer and for each of its interfaces, the resistivity and the resistance times area of one channel are
\begin{equation}
\rho_\pm=2\rho^*(1\mp\beta),\qquad r_\pm=2r^*(1\mp\gamma),\qquad |\beta|,|\gamma|<1,
\label{eq:conv}
\end{equation}
with the upper sign for the majority spin of that magnet. Copper and the contacts do not distinguish the spins.

For F1, the bulk asymmetry term is $\beta_1\rho_1^*=-100$ n$\Omega$\,m, and each of its two interfaces contributes $\gamma_1r_1^*=+0.25$ f$\Omega$\,m$^2$. The thickness $t$ of F1 is varied. F2 is a reference layer that is held fixed.

\begin{enumerate}
\item[(a)] Assume that no electron flips its spin between the contacts. Find $A\Delta R=A(R_{AP}-R_P)$, where $A$ is the cross-section.
\item[(b)] Show that $A\Delta R$ changes sign at $t=5$ nm, and state what is required of F2.
\item[(c)] What happens at 5 nm if F2 is instead a copy of F1 and both thicknesses are varied together?
\item[(d)] Let spins relax inside the layers, with spin diffusion length $l$ in F1. Where is the sign change now, and when does it disappear?
\item[(e)] Evaluate the results for the following round parameters.
\end{enumerate}

\begin{center}
\begin{tabular}{lcc}
 & F1 & F2\\
$\rho^*$ (n$\Omega$\,m) & 250 & 75\\
$\beta$ & $-0.40$ & $0.45$\\
$r^*$ (f$\Omega$\,m$^2$) & 0.50 & 0.50\\
$\gamma$ & 0.50 & 0.75\\
thickness (nm) & $t$ & 10
\end{tabular}
\end{center}
Copper has a resistivity of 5 n$\Omega$\,m. The spacer is 10 nm thick and each outer copper layer 5 nm.

\section{Solution}

\subsection*{(a) Two channels in parallel}

The factor 2 in \eqref{eq:conv} is chosen so that two equal channels in parallel give $\rho^*$. For each magnet, collect the spin-independent and the spin-dependent parts of the layer and its two interfaces:
\begin{equation}
S_i=\rho_i^*t_i+2r_i^*,\qquad D_i=\beta_i\rho_i^*t_i+2\gamma_ir_i^* .
\label{eq:SD}
\end{equation}
The bulk term is a resistivity and has to be multiplied by a thickness before it can be added to an interface term. Let $S=S_1+S_2+S_{\rm Cu}$, where $S_{\rm Cu}$ is the copper resistivity times the total copper thickness.

Label the channels $\pm$ by a fixed spin axis, with $+$ the majority spin of F1. Let $s=+1$ in the parallel state and $s=-1$ in the antiparallel state. Reversing F2 exchanges its majority and minority channels, so $D_2$ enters as $sD_2$. Adding resistances in series within each channel gives
\begin{equation}
AR_\pm=2(S\mp\Sigma),\qquad \Sigma=D_1+sD_2 .
\end{equation}
The channels share both end potentials, so they combine in parallel:
\begin{equation}
AR=\frac{2(S-\Sigma)\,2(S+\Sigma)}{2(S-\Sigma)+2(S+\Sigma)}
=\frac{4(S^2-\Sigma^2)}{4S}=S-\frac{\Sigma^2}{S}.
\end{equation}
Therefore
\begin{equation}
AR_P=S-\frac{(D_1+D_2)^2}{S},\qquad AR_{AP}=S-\frac{(D_1-D_2)^2}{S}.
\label{eq:PAP}
\end{equation}
In the difference the squares cancel and the cross terms add:
\begin{equation}
A\Delta R=\frac{(D_1+D_2)^2-(D_1-D_2)^2}{S}=\frac{4D_1D_2}{S}.
\label{eq:main}
\end{equation}
The result is a product of one factor from each magnet. A single ferromagnet has no parallel and antiparallel states, and so has no magnetoresistance of this kind.

\subsection*{(b) The sign change}

Since $S>0$, the sign of $A\Delta R$ is that of $D_1D_2$. With thickness in nm and 1 n$\Omega$\,m $\times$ 1 nm $=10^{-18}\ \Omega$\,m$^2=10^{-3}$ f$\Omega$\,m$^2$,
\begin{equation}
D_1(t)=\bigl(0.50-0.100\,t\bigr)\ \text{f}\Omega\,\text{m}^2 .
\end{equation}
This vanishes at
\begin{equation}
t_0=\frac{2\gamma_1r_1^*}{|\beta_1\rho_1^*|}
=\frac{0.50\times10^{-15}\ \Omega\,\text{m}^2}{100\times10^{-9}\ \Omega\,\text{m}}
=5\times10^{-9}\ \text{m}=5\ \text{nm}.
\label{eq:t0}
\end{equation}
To confirm that the curve passes through zero, differentiate \eqref{eq:main} at fixed F2:
\begin{equation}
\frac{d(A\Delta R)}{dt}=4D_2\,\frac{D_1'S-D_1S'}{S^2}
\;\longrightarrow\;\frac{4\beta_1\rho_1^*D_2}{S}\quad\text{at } D_1=0 .
\label{eq:slope}
\end{equation}
This is nonzero if $D_2\neq0$, which is the condition on F2. For $D_2>0$ the change is from positive to negative. For $D_2<0$ it is from negative to positive, at the same thickness.

In a thin F1 the interfaces dominate, and they favour the majority channel. In a thick F1 the bulk dominates, and it favours the minority channel. At 5 nm the two channels have equal resistance through F1, so reversing F2 merely exchanges two equivalent circuits.

The value of $t_0$ requires the bulk and interface data to follow the same convention. The full channel differences are $\rho_--\rho_+=4\beta\rho^*$ and $r_--r_+=4\gamma r^*$. Using them for both terms leaves the ratio unchanged, whereas using them for one term alone would change $t_0$ by a factor of 4.

\subsection*{(c) Two identical magnets}

If F2 is a copy of F1 at every thickness, then $D_2=D_1$ and
\begin{equation}
A\Delta R=\frac{4D_1^2}{2S_1+S_{\rm Cu}}\ge0 .
\end{equation}
The magnetoresistance touches zero at 5 nm and is positive on both sides. At 3 nm, for example, $D_1=0.20$ and $S=2(0.75+1.00)+0.10=3.60$ f$\Omega$\,m$^2$, so $A\Delta R=4(0.20)^2/3.60=0.044$ f$\Omega$\,m$^2$. At 8 nm it is $0.059$ f$\Omega$\,m$^2$. A sign change therefore needs a reference layer whose own asymmetry does not reverse at the same thickness.

\subsection*{(d) Spin relaxation}

\paragraph{Equations.} Let $V_\pm$ be the channel potentials and $J_\pm$ the channel current densities. Define $u=V_+-V_-$, $v=(V_++V_-)/2$, $J=J_++J_-$ and $j=J_+-J_-$. Ohm's law, $V_\pm'=-2\rho^*(1\mp\beta)J_\pm$, gives
\begin{align}
u'&=-2\rho^*\bigl[(1-\beta)J_+-(1+\beta)J_-\bigr]=-2\rho^*(j-\beta J),\\
v'&=-\rho^*\bigl[(1-\beta)J_++(1+\beta)J_-\bigr]=-\rho^*(J-\beta j).
\end{align}
Spin flips carry current from the channel of higher potential to the other, so $J_\pm'=\mp gu$. Hence $J$ is constant and $j'=-2gu$. Inside a uniform layer $u''=-2\rho^*j'=4\rho^*g\,u$. Writing this as $u''=u/l^2$ defines the spin diffusion length through $g=1/(4\rho^*l^2)$.

Treat an interface as a very thin layer without spin flips. The whole stack is then described by a resistance density $\varrho(x)$ and an asymmetry density $a(x)=a_1(x)+s\,a_2(x)$, whose integrals over F1 and F2 with their interfaces are $D_1$ and $D_2$:
\begin{equation}
u'=-2(\varrho j-aJ),\qquad j'=-2gu,\qquad v'=-(\varrho J-aj),
\label{eq:stack}
\end{equation}
with $u=0$ at both contacts.

\paragraph{Separating the two magnets.} The equations for $u$ and $j$ are linear, and $a$ enters them only as a source. So $j=J(j_1+s j_2)$ and $u=J(u_1+su_2)$, where $j_k,u_k$ are the response to $a_k$ alone at unit current. Integrating $v'$ across the stack gives
\begin{equation}
AR=S-\int(a_1+sa_2)(j_1+sj_2)\,dx .
\end{equation}
Terms without $s$ cancel in the difference between the states:
\begin{equation}
A\Delta R=2\int(a_1j_2+a_2j_1)\,dx .
\end{equation}
The two terms are equal. To see this, insert $a_k=\varrho j_k+u_k'/2$ and integrate by parts, using $u_k=0$ at the ends:
\begin{align}
\int(a_1j_2-a_2j_1)\,dx&=\tfrac12\int(u_1'j_2-u_2'j_1)\,dx
=-\tfrac12\int(u_1j_2'-u_2j_1')\,dx\nonumber\\
&=\int g\,(u_1u_2-u_2u_1)\,dx=0 .
\end{align}
Consequently
\begin{equation}
A\Delta R=4\int a_1\,j_2\,dx .
\label{eq:overlap}
\end{equation}
The asymmetry of F1 is weighted by the spin current that F2 sends through it. Without spin flips $j_2$ is constant. Integrating $u_2'$ from contact to contact then gives $0=-2(Sj_2-D_2)$, so $j_2=D_2/S$, and \eqref{eq:overlap} returns \eqref{eq:main}.

\paragraph{The new zero.} Inside F1 the source $a_2$ is absent, so $j_2''=j_2/l^2$. With $y$ measured from the middle of F1,
\begin{equation}
j_2=C\cosh(y/l)+B\sinh(y/l).
\end{equation}
The two interfaces lie at $y=\pm t/2$ and are equal, so the odd part contributes nothing to \eqref{eq:overlap}. The even part gives $2C\cosh(t/2l)$ for the sum over interfaces and $2Cl\sinh(t/2l)$ for the integral over the bulk:
\begin{equation}
A\Delta R=8C\cosh\frac{t}{2l}\left[\gamma_1r_1^*-|\beta_1\rho_1^*|\,l\tanh\frac{t}{2l}\right].
\label{eq:relaxed}
\end{equation}

The prefactor does not vanish when $a_2\ge0$ throughout F2 and its interfaces, as in the example. Let $j_2=j_0$ at the left contact, where $u_2=0$. If $j_0\le0$, equations \eqref{eq:stack} make $u_2$ non-negative and $j_2$ non-positive from there on. In F2 the source then makes $u_2$ strictly positive, and it cannot return to zero at the right contact. So $j_0>0$. To the left of F2 there is no source, $u_2$ is then negative and $j_2$ does not decrease, so $j_2>0$ throughout F1 and $C>0$.

The zero of the bracket, with $t_0$ from \eqref{eq:t0}, is
\begin{equation}
\tanh\frac{t_c}{2l}=\frac{t_0}{2l}
\quad\Longrightarrow\quad
t_c=2l\,\operatorname{artanh}\frac{t_0}{2l}.
\label{eq:tc}
\end{equation}
The copper, the contacts and F2 affect $C$ but not $t_c$. This independence rests on the two interfaces of F1 being equal; for unequal interfaces the odd part $B$ contributes as well.

For $l\gg t_0$, use $\operatorname{artanh}z\approx z+z^3/3$ with $z=t_0/2l$:
\begin{equation}
t_c\approx t_0\left(1+\frac{t_0^2}{12\,l^2}\right).
\end{equation}
The zero moves to larger thickness because the interfaces sit where the even part of the spin current is largest, while the bulk term samples its average.

In the opposite limit, $\tanh$ cannot reach 1, so a crossing requires $l>t_0/2=2.5$ nm. For shorter $l$ the bracket in \eqref{eq:relaxed} stays positive however thick F1 is. In a thick layer the bulk then acts only over about one spin diffusion length from each interface, which is too little to outweigh that interface.

\subsection*{(e) Numbers}

\paragraph{Without spin flips.} The reference layer has
\begin{align}
D_2&=0.45\times75\times10\times10^{-3}+2(0.75\times0.50)=1.0875\ \text{f}\Omega\,\text{m}^2,\\
S_2&=75\times10\times10^{-3}+2(0.50)=1.750\ \text{f}\Omega\,\text{m}^2,
\end{align}
and the 20 nm of copper add $0.100$ f$\Omega$\,m$^2$. At $t=2$ nm, $D_1=0.50-0.20=0.30$ and $S=(0.50+1.00)+1.75+0.10=3.35$ f$\Omega$\,m$^2$, so
\begin{equation}
A\Delta R=\frac{4(0.30)(1.0875)}{3.35}=0.390\ \text{f}\Omega\,\text{m}^2 .
\end{equation}
The other thicknesses follow in the same way:
\begin{center}
\begin{tabular}{ccccc}
$t$ & $D_1$ & $S$ & $A\Delta R$ & $\Delta R/R_P$\\
(nm) & (f$\Omega$\,m$^2$) & (f$\Omega$\,m$^2$) & (f$\Omega$\,m$^2$) & (\%)\\
2 & $0.30$ & 3.35 & $0.390$ & $14.0$\\
5 & $0$ & 4.10 & $0$ & $0$\\
10 & $-0.50$ & 5.35 & $-0.407$ & $-7.7$
\end{tabular}
\end{center}
At 10 nm the parallel state has the higher resistance. The slope \eqref{eq:slope} at the crossing is $4(-0.100)(1.0875)/4.10=-0.106$ f$\Omega$\,m$^2$ per nm. In a round pillar 100 nm in diameter, $\Delta R$ is $+50$ m$\Omega$ at 2 nm and $-52$ m$\Omega$ at 10 nm.

\paragraph{With spin flips.} Equation \eqref{eq:tc} gives
\begin{center}
\begin{tabular}{lcccc}
$l$ in F1 (nm) & 20 & 10 & 5 & 3\\
$t_c$ (nm) & 5.03 & 5.11 & 5.49 & 7.19
\end{tabular}
\end{center}
A direct solution of Kirchhoff's laws for a two-channel resistor network, with spin diffusion lengths of 40 nm in F2 and 200 nm in copper, gives the same values to the digits shown. For $l=5$ nm the network crossing also stays at 5.49 nm when F2 is made 25 nm thick, the left copper layer 300 nm thick, and the spin diffusion lengths of F2 and copper are changed to 15 and 100 nm. For $l=2$ nm, below the limit, the network still gives a positive $A\Delta R=0.074$ f$\Omega$\,m$^2$ at $t=30$ nm.

Spin flips also reduce the size of the effect at the two thicknesses of the earlier table. With $l=5$ nm in F1 and the first set of lengths elsewhere, $A\Delta R$ is $0.352$ f$\Omega$\,m$^2$ at 2 nm and $-0.179$ f$\Omega$\,m$^2$ at 10 nm. Relative to the model without spin flips, the magnitudes are lower by 10\% and 56\%.

\paragraph{The real case.} The parameters are rough values in the regime of a nickel alloy with a few per cent of chromium as F1, copper as the spacer and cobalt as F2, at a few kelvin. Chromium impurities in nickel scatter majority electrons more strongly, which is the origin of the negative $\beta$. The numbers do not describe a particular sample, and the interface values of F1 are illustrative. Spin conservation is not a safe assumption in such an alloy, since its spin diffusion length is roughly a few nanometres, comparable with $t_0$. For lengths of 5 and 3 nm the model moves the crossing up by 10\% and 44\% relative to 5 nm, and a somewhat shorter length removes it.

Other departures can be sized one at a time:
\begin{itemize}
\item \emph{Spin flips at interfaces.} Give every interface of the magnets a thickness of 0.25 of its own spin diffusion length. With $l=5$ nm in F1, the crossing moves from 5.49 to 5.84 nm.
\item \emph{Unequal interfaces of F1.} Keep the sum of the interface terms but set $\gamma=0.3$ on the outer interface and $0.7$ on the one facing F2. With spins conserved in F1 the crossing stays at 5 nm. With $l=5$ nm it moves to 6.89 nm, or to 4.68 nm if the two values are exchanged, and it now depends on the surroundings: the second set of F2 and copper values gives 7.20 and 4.51 nm.
\item \emph{A weaker bulk asymmetry.} If $|\beta_1\rho_1^*|$ is 20\% smaller and spins are conserved, then $t_0=5/0.8=6.25$ nm.
\item \emph{Added scattering that is equal for both spins}, a simple picture of warming. It raises $\rho_1^*$ but leaves the product $\beta_1\rho_1^*$ unchanged. Raising $\rho_1^*$ by 100 n$\Omega$\,m, with spins conserved, leaves the crossing at 5 nm and lowers $A\Delta R$ at 2 nm from 0.390 to 0.368 f$\Omega$\,m$^2$. With spin flips the crossing does move: at fixed $g$ the same increase shortens $l=1/\sqrt{4\rho_1^*g}$, for example from 5 to 4.23 nm, and \eqref{eq:tc} then gives 5.75 instead of 5.49 nm. Changes in the asymmetry or in $g$ can shift it as well.
\item \emph{Mean free path.} A free-electron estimate with a Fermi wavenumber of 13 nm$^{-1}$ gives about 3 nm in F1 from $\rho_1^*$, or about 2 and 5 nm for the majority and minority channels. This is comparable with both $t_0$ and $l$, so a local resistivity and a diffusion equation are only marginally justified. The same estimate gives about 7 and 17 nm for the two channels of F2 and more than 100 nm in copper, comparable with or longer than those layers, so adding layer and interface resistances in series is an assumption there too. The digits of $t_c$ describe the model rather than a device. The inputs matter too, most of all when $l$ is close to $t_0/2$: by \eqref{eq:tc}, lowering $l$ from 3 to 2.7 nm moves the crossing from 7.19 to 8.80 nm.
\end{itemize}

The 5 nm crossing is thus the result for conserved spins and a fixed reference layer with $D_2\neq0$. Spin flips confined to the copper and to the bulk of F2 leave it at 5 nm, since \eqref{eq:tc} contains only the length in F1, but the condition on F2 then reads $C\neq0$, and the sign of $C$ need not be that of $D_2$ when the bulk and interface asymmetries of F2 have opposite signs. The numerical output below lists the main values used here.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough model values)
F1 bulk asymmetry term: -100 nOhm m
F1 asymmetry per interface: 0.25 fOhm m^2
F1 rho*: 250 nOhm m, beta: -0.40
F1 r*: 0.50 fOhm m^2, gamma: 0.50
F2 rho*: 75 nOhm m, beta: 0.45, t: 10 nm
F2 r*: 0.50 fOhm m^2, gamma: 0.75
Cu resistivity: 5 nOhm m
Cu spacer: 10 nm, each outer Cu: 5 nm
SERIES-RESISTOR MODEL
F1 interface sum: 0.50 fOhm m^2
D2: 1.0875 fOhm m^2
S2: 1.750, Cu total: 0.100 fOhm m^2
crossing, formula: 5.0000 nm
crossing, network: 5.0000 nm
slope at crossing: -0.1061 fOhm m^2 per nm
t = 2 nm: D1 = 0.300, S = 3.350 fOhm m^2
  AR_P = 2.7753, AR_AP = 3.1649 fOhm m^2
  A dR = 0.3896 fOhm m^2, dR/R_P = 14.04 %
  dR of pillar = 49.6 mOhm
t = 5 nm: D1 = 0.000, S = 4.100 fOhm m^2
  AR_P = 3.8115, AR_AP = 3.8115 fOhm m^2
  A dR = 0.0000 fOhm m^2, dR/R_P = 0.00 %
  dR of pillar = 0.0 mOhm
t = 10 nm: D1 = -0.500, S = 5.350 fOhm m^2
  AR_P = 5.2855, AR_AP = 4.8789 fOhm m^2
  A dR = -0.4065 fOhm m^2, dR/R_P = -7.69 %
  dR of pillar = -51.8 mOhm
pillar diameter: 100 nm
IDENTICAL MAGNETS, both of thickness t
t = 3 nm: A dR = 0.0444 fOhm m^2
t = 5 nm: A dR = 0.0000 fOhm m^2
t = 8 nm: A dR = 0.0590 fOhm m^2
SPIN RELAXATION (F2 l = 40 nm, Cu l = 200 nm)
F1 l = 3 nm: crossing network 7.194 nm, formula 7.194 nm
F1 l = 5 nm: crossing network 5.493 nm, formula 5.493 nm
F1 l = 10 nm: crossing network 5.108 nm, formula 5.108 nm
F1 l = 20 nm: crossing network 5.026 nm, formula 5.026 nm
least l for a crossing: 2.50 nm
l = 2 nm, t = 30 nm: A dR = 0.0738 fOhm m^2
l = 5 nm, other surroundings: 5.493 nm
l = 5 nm, mesh doubled, shift: -2.4e-05 nm
l = 5 nm, t = 2 nm: A dR = 0.3517 fOhm m^2
l = 5 nm, t = 10 nm: A dR = -0.1790 fOhm m^2
OTHER NEGLECTED EFFECTS
l = 5 nm, interface flip 0.25: crossing 5.844 nm
no flip, bulk term 20 % weaker: crossing 6.250 nm
no flip, F1 rho* +100 nOhm m: crossing 5.000 nm
  and A dR at 2 nm = 0.3676 fOhm m^2
free-electron k_F: 13 per nm
F1 mean free path, estimate: 2.9 nm
\end{verbatim}
